\section*{Spin-polarized tunnelling and the vacuum decay of magnetic and atomic patterns, part 2}

An electron tunnels between a magnetic tip and a magnetic sample through a flat gap in which nothing acts on its spin. The task now is to find how fast the charge and magnetization patterns of the sample decay into the vacuum, and what a tip at constant current sees of them.

Hartree atomic units ($\hbar=m=e=1$) are used. The vacuum level is the zero of energy, the $z$ axis points from the sample to the tip, $\mathbf x=(x,y)$ is the lateral position and $\mathbf R$ is the centre of the tip apex. An electron at the Fermi level has $E=-\phi$, with $\phi$ the work function, and $\kappa_0=\sqrt{2\phi}$.

Sample states $\psi_\mu$ of energy $E_\mu$ are two-component spinors, and $\boldsymbol\sigma$ are the Pauli matrices. The sample enters through
\begin{equation*}
\rho_S(\mathbf R,\varepsilon)=\sum_\mu\psi_\mu(\mathbf R)\psi_\mu^\dagger(\mathbf R)\,\delta(\varepsilon-E_\mu)=\tfrac12(n_S+\mathbf m_S\cdot\boldsymbol\sigma),
\end{equation*}
with $n_S=\operatorname{Tr}\rho_S$ and $\mathbf m_S=\operatorname{Tr}(\rho_S\boldsymbol\sigma)$. The tip has the corresponding quantities $n_T$ and $\mathbf m_T=P_Tn_T\mathbf e_T$, with polarization $P_T$ along the unit vector $\mathbf e_T$. For an s-wave tip with $n_T$ and $\mathbf m_T$ constant in the energy window, and a sample voltage $|V|\ll\phi$, the differential conductance is
\begin{equation}
\frac{dI}{dV}=4\pi^3n_T\big[n_S(\mathbf R,V)+P_T\,\mathbf e_T\cdot\mathbf m_S(\mathbf R,V)\big],
\label{didv}
\end{equation}
which is proportional to $n_Tn_S+\mathbf m_T\cdot\mathbf m_S$.

Symmetry and dimensions already show that the slowest decay rate the vacuum allows for a modulation with lateral wave vector $\mathbf D$ has the form $\kappa_0F(|\mathbf D|/\kappa_0)$, with one function $F$ for charge and for magnetization. This function is still to be found.

\section*{(d) A bound on the decay of each Fourier component}

\emph{Problem.} Let the potential vanish for $z>0$ and let the surface be periodic, with magnetic reciprocal lattice $\{\mathbf D\}$. Expand $\rho_S(\mathbf x,z)=\sum_{\mathbf D}\rho_{\mathbf D}(z)e^{i\mathbf D\cdot\mathbf x}$ at $E=-\phi$ and find the slowest decay that $\rho_{\mathbf D}$ can have.

\emph{Solution.} A Bloch state with wave vector $\mathbf k$ in the magnetic surface Brillouin zone contains the lateral plane waves $\mathbf q=\mathbf k+\mathbf D'$. In the vacuum each plane wave $e^{i\mathbf q\cdot\mathbf x}h(z)$ must satisfy $\nabla^2\psi=\kappa_0^2\psi$ separately, that is $h''=(\kappa_0^2+q^2)h$. The growing solution is not normalizable, so on a surface of area $\mathcal S$
\begin{equation}
\psi_{\mathbf kj}=\frac1{\sqrt{\mathcal S}}\sum_{\mathbf q}c_j(\mathbf q)\,e^{i\mathbf q\cdot\mathbf x}e^{-\kappa(\mathbf q)z},\qquad \kappa(\mathbf q)=\sqrt{\kappa_0^2+q^2},
\end{equation}
with spinor coefficients $c_j(\mathbf q)$ and a label $j$ for all states at that $\mathbf k$. In $\psi\psi^\dagger$ the pair $(\mathbf q',\mathbf q)$ carries the phase $e^{i(\mathbf q'-\mathbf q)\cdot\mathbf x}$, so the component $\mathbf D$ collects the pairs with $\mathbf q'=\mathbf q+\mathbf D$. The sum over $\mathbf k$ becomes $\mathcal S\int d^2k/(2\pi)^2$ over the zone, and together with the sum over $\mathbf D'$ it covers the whole plane of $\mathbf q$ once:
\begin{equation}
\rho_{\mathbf D}(z)=\int\frac{d^2q}{(2\pi)^2}\,A(\mathbf q+\mathbf D,\mathbf q)\,e^{-[\kappa(\mathbf q)+\kappa(\mathbf q+\mathbf D)]z},\qquad
A(\mathbf q',\mathbf q)=\sum_jc_j(\mathbf q')c_j^\dagger(\mathbf q)\,\delta(E-E_{\mathbf kj}).
\label{rhoD}
\end{equation}
The components $n_{\mathbf D}$ and $\mathbf m_{\mathbf D}$ follow by taking $\operatorname{Tr}A$ and $\operatorname{Tr}(A\boldsymbol\sigma)$. All spin information sits in $A$, and the exponential is common to charge and magnetization.

The exponent $f(\mathbf q)=\kappa(\mathbf q)+\kappa(\mathbf q+\mathbf D)$ has a geometric reading. The number $\kappa(\mathbf q)$ is the length of the three-vector $(-\mathbf q,\kappa_0)$, and $\kappa(\mathbf q+\mathbf D)$ is the length of $(\mathbf q+\mathbf D,\kappa_0)$. Their sum is $(\mathbf D,2\kappa_0)$. The triangle inequality gives
\begin{equation}
f(\mathbf q)\ge\sqrt{D^2+4\kappa_0^2}=2K_D,\qquad K_D=\sqrt{\kappa_0^2+D^2/4}.
\label{KD}
\end{equation}
Equality requires the two vectors to be parallel, and since their third components are equal they must coincide: $-\mathbf q=\mathbf q+\mathbf D$, or $\mathbf q=-\mathbf D/2$. The slowest way to make a modulation $\mathbf D$ is the interference of the waves $+\mathbf D/2$ and $-\mathbf D/2$.

To turn this into a bound, the prefactor must be controlled. For a unit vector $\mathbf e$, both the unit matrix and $\mathbf e\cdot\boldsymbol\sigma$ are unitary, so with $\Gamma$ either of them $|\operatorname{Tr}(c'c^\dagger\Gamma)|=|c^\dagger\Gamma c'|\le|c||c'|$. Choose any height $z_1\ge0$ and $z>z_1$, and split $e^{-fz}=e^{-fz_1}e^{-f(z-z_1)}\le e^{-fz_1}e^{-2K_D(z-z_1)}$. The inequality $XY\le\tfrac12(X^2+Y^2)$ with $X=|c|e^{-\kappa z_1}$ and $Y=|c'|e^{-\kappa'z_1}$ bounds the remaining integrand, and each of the two squares, summed over $j$ and integrated over the whole plane, is \eqref{rhoD} for $\mathbf D=0$, namely the lateral average $n_0(z_1)$. Therefore
\begin{equation}
|n_{\mathbf D}(z)|,\ |\mathbf e\cdot\mathbf m_{\mathbf D}(z)|\ \le\ n_0(z_1)\,e^{-2K_D(z-z_1)} .
\label{bound}
\end{equation}
This identifies $F(y)=\sqrt{4+y^2}$ as the limiting rate in units of $\kappa_0$. It rises with $D$, so the vacuum is a low-pass filter. For $D\ll\kappa_0$ the expansion of the root gives $2K_D\approx2\kappa_0+D^2/(4\kappa_0)$. For $D\gg\kappa_0$ the rate tends to $D$, the decay of a harmonic function, as in electrostatics. The pair of waves $0$ and $\mathbf D$, contained in states at the zone centre, gives the rate $\kappa_0+\kappa(\mathbf D)$, the value of $f$ at $\mathbf q=0$; for $\mathbf D\ne0$ this point is not the minimum, and this rate exceeds $2K_D$. If $\mathbf D/2$ is itself a reciprocal lattice vector, the same states also contain the pair $\pm\mathbf D/2$ and can reach the rate $2K_D$.

\section*{(e) The asymptotic form when the bound is reached}

\emph{Problem.} Suppose that a component of $A(\mathbf q+\mathbf D,\mathbf q)$ is twice differentiable near $\mathbf q=-\mathbf D/2$ and has the nonzero value $A_{\mathbf D}$ there. Find the leading behaviour at large $z$.

\emph{Solution.} Put $\mathbf q=-\mathbf D/2+\mathbf p$ and write $K=K_D$. Since $\kappa$ is even, $f=\kappa(\mathbf D/2-\mathbf p)+\kappa(\mathbf D/2+\mathbf p)$, with $\kappa(\mathbf D/2\pm\mathbf p)=\sqrt{K^2\pm\mathbf D\cdot\mathbf p+p^2}$. The expansion $\sqrt{1+w}=1+w/2-w^2/8+\dots$ with $w=(\pm\mathbf D\cdot\mathbf p+p^2)/K^2$ gives, to second order in $p$,
\begin{equation}
\kappa(\mathbf D/2\pm\mathbf p)=K\pm\frac{\mathbf D\cdot\mathbf p}{2K}+\frac{p^2}{2K}-\frac{(\mathbf D\cdot\mathbf p)^2}{8K^3}.
\end{equation}
The linear terms cancel in the sum. With $p_\parallel$ along $\mathbf D$ and $p_\perp$ across it, $(\mathbf D\cdot\mathbf p)^2=D^2p_\parallel^2$ and
\begin{equation}
f=2K+\frac{p_\perp^2}{K}+p_\parallel^2\,\frac{K^2-D^2/4}{K^3}=2K+\frac{p_\perp^2}{K}+\frac{\kappa_0^2}{K^3}\,p_\parallel^2 .
\label{curv}
\end{equation}
Outside any fixed neighbourhood of the minimum, $f$ exceeds $2K$ by a fixed amount, and the argument that led to \eqref{bound} shows that this region is exponentially smaller. Inside, $p$ is of order $z^{-1/2}$. The function $f$ is even in $\mathbf p$, so its next terms are quartic and contribute $zp^4\sim1/z$; the term of $A$ linear in $\mathbf p$ integrates to zero and the quadratic term contributes $p^2\sim1/z$. With $\int e^{-\gamma p^2}dp=\sqrt{\pi/\gamma}$ for each direction,
\begin{equation}
\sqrt{\frac{\pi K}{z}}\sqrt{\frac{\pi K^3}{\kappa_0^2z}}=\frac{\pi K^2}{\kappa_0z},
\end{equation}
and division by $(2\pi)^2$ gives
\begin{equation}
\rho_{\mathbf D}(z)=A_{\mathbf D}\,\frac{K_D^2}{4\pi\kappa_0z}\,e^{-2K_Dz}\,\big[1+O(1/z)\big].
\label{laplace}
\end{equation}
The local rate is $-d\ln\rho_{\mathbf D}/dz=2K_D+1/z+O(1/z^2)$. The term $1/z$ is the same for every $\mathbf D$ and cancels in ratios of components. The weight $e^{-(f-2K)z}$ has variance $K^3/(2\kappa_0^2z)$ along $\mathbf D$, and \eqref{laplace} is reliable when the average of $A$ over that width stays close to $A_{\mathbf D}$ and the quartic terms of $f$ are small. A change of $A$ linear in $\mathbf p$ does no harm, since it integrates to zero. A constant $A$ does not make the formula exact: for $\mathbf D=0$, $q\,dq=\kappa\,d\kappa$ turns \eqref{rhoD} into $\int_{\kappa_0}^\infty\kappa\,e^{-2\kappa z}d\kappa$, which carries the factor $1+1/(2\kappa_0z)$. At real tip heights these conditions are not always met, as part (i) shows.

\section*{(f) Which vectors carry charge and which carry spin}

\emph{Problem.} Consider a square lattice of spacing $a$ with checkerboard, $c(2\times2)$, antiferromagnetic order. Find the vectors present in $n_S$ and in $\mathbf m_S$, compare their decay, and derive the constant-current corrugations.

\emph{Solution.} The magnetic reciprocal lattice is spanned by $\mathbf Q_1=(\pi/a)(1,1)$ and $\mathbf Q_2=(\pi/a)(1,-1)$, of common length $Q=\sqrt2\pi/a$. The shortest chemical vector is $\mathbf G=\mathbf Q_1+\mathbf Q_2=(2\pi/a)(1,0)$, so $Q=G/\sqrt2$. A translation by $\mathbf t=(a,0)$ carries every moment onto a reversed one, and time reversal restores it. The Hamiltonian therefore commutes with the map $\psi(\mathbf r)\to\tilde\psi(\mathbf r)=i\sigma_y\psi^*(\mathbf r-\mathbf t)$, which sends the set of all states at energy $E$ onto itself. For the density, $\tilde\psi^\dagger\tilde\psi=|\psi|^2$ at the shifted point. For the spin, the identity $\sigma_y\sigma_i\sigma_y=-\sigma_i^*$, which holds for each of the three matrices, gives
\begin{equation}
\tilde\psi^\dagger\sigma_i\tilde\psi=\psi^T\sigma_y\sigma_i\sigma_y\psi^*=-\psi^T\sigma_i^*\psi^*=-(\psi^\dagger\sigma_i\psi)^*=-\psi^\dagger\sigma_i\psi .
\end{equation}
Summation over all states at $E$ yields $n_S(\mathbf r+\mathbf t)=n_S(\mathbf r)$ and $\mathbf m_S(\mathbf r+\mathbf t)=-\mathbf m_S(\mathbf r)$. For $\mathbf D=n_1\mathbf Q_1+n_2\mathbf Q_2$ one has $\mathbf D\cdot\mathbf t=\pi(n_1+n_2)$, so $n_{\mathbf D}$ vanishes unless $n_1+n_2$ is even and $\mathbf m_{\mathbf D}$ vanishes unless it is odd. The even vectors $(\pi/a)(n_1+n_2,\,n_1-n_2)$ have both entries even and form the chemical reciprocal lattice. The shortest modulation of the charge is $\mathbf G$, the shortest modulation of the magnetization is $\mathbf Q$, and $\mathbf m_0=0$. The argument used time reversal and not spin rotation, so it survives spin--orbit coupling in the sample.

When both saddle points carry weight, \eqref{laplace} gives for the component $m_Q$ along the spin axis
\begin{equation}
\frac{m_Q(z)}{n_G(z)}\to\frac{A_Q}{A_G}\,\frac{K_Q^2}{K_G^2}\,e^{2(K_G-K_Q)z},
\label{ratio}
\end{equation}
which grows without limit because $Q<G$ implies $K_Q<K_G$. This is the precise sense in which the magnetic pattern decays more slowly. It compares the magnetic modulation with the atomic modulation. When the sample also has states at the zone centre, the lateral average has the rate $2\kappa_0$ and outlasts both; this is assumed in the asymptotic statements below.

At constant current, write the conductance as $I_0(z)+\delta I(\mathbf x,z)$ with $I_0\propto n_0$. Holding the total at $I_0(\bar z)$ requires $I_0(\bar z)+I_0'(\bar z)\,\Delta z+\delta I=I_0(\bar z)$ to first order, so $\Delta z(\mathbf x)=\delta I/|I_0'|$, because $I_0'<0$. With the origin on a spin-up atom, inversion symmetry makes the components real and the fourfold axis makes the four members of each star equal. Keeping the shortest stars,
\begin{align}
n_S&=n_0+2n_G\,(\cos Gx+\cos Gy), & m_S&=2m_Q\,(\cos\mathbf Q_1\!\cdot\!\mathbf x+\cos\mathbf Q_2\!\cdot\!\mathbf x).
\end{align}
On an atom both chemical cosines are $+1$ and at the hollow site $(a/2,a/2)$ both are $-1$, so $n_S$ changes by $8n_G$; at the hollow site the magnetic cosines are $\cos\pi$ and $\cos0$ and cancel. On the atom at the origin both magnetic cosines are $+1$ and on its neighbour at $(a,0)$ both are $-1$, so $m_S$ changes by $8m_Q$ while $n_S$ is unchanged. With \eqref{didv} and an angle $\theta$ between tip and sample axes,
\begin{equation}
\Delta z_{\rm chem}=\frac{8\,n_G}{|dn_0/dz|},\qquad \Delta z_{\rm mag}=\frac{8\,P_T\cos\theta\;m_Q}{|dn_0/dz|}.
\label{corr}
\end{equation}
The first is the height difference between top and hollow sites for an unpolarized tip, the second that between an up atom and a down atom. Asymptotically each falls as $e^{-2(K_D-\kappa_0)z}$. For $G\ll\kappa_0$ the exponents are $D^2/(4\kappa_0)$, and the magnetic one is half the chemical one. Their ratio is $P_T\cos\theta\,m_Q/n_G$, so, provided $A_Q\ne0$, for any nonzero $P_T\cos\theta$ there is a height above which the magnetic pattern dominates, though both signals may by then be too small to measure.

The conclusion fails when the magnetic order has the period of the atoms. In a ferromagnet the shortest modulation of $\mathbf m_S$ is $\mathbf G$, and it has the same limiting rate $2K_G$ as the charge. Conversely, a nonmagnetic reconstruction with the vector $\mathbf Q$ enjoys the same slow decay, and for magnetic structures that lack the combined symmetry used above the charge itself can be modulated at sums of magnetic vectors that are not chemical vectors. A superstructure in an image is thus not proof of spin contrast. The test is the change of the image when the tip magnetization alone is reversed, which changes the sign of $\mathbf m_T\cdot\mathbf m_S$ and leaves $n_Tn_S$ as it was. Turning the moments of the sample is not an equally clean test, because with spin--orbit coupling $n_S$ itself can depend on their direction. If the gap potential is not flat but depends on $z$ only and not on spin, the local decay constant $\sqrt{2(V(z)-E)+q^2}$ still rises with $q$ at every height, and the ordering by wavelength survives although the exponents change.

\section*{(g) When no states sit at the saddle point}

\emph{Problem.} Equation \eqref{bound} is only an upper bound. If the sample has no states at $\mathbf q=\pm\mathbf Q/2$ at the energy probed, does the magnetic modulation still decay no faster than the chemical one?

\emph{Solution.} If $A$ vanishes around $-\mathbf D/2$, the rate is at least the minimum of $f$ over the region where $A$ is nonzero, and it exceeds $2K_D$. The comparison must then be made state by state. A Bloch state that contains the chemical pair $\mathbf q_A=\mathbf q$, $\mathbf q_C=\mathbf q+\mathbf G$ may also contain $\mathbf q_B=\mathbf q+\mathbf Q_1$ and $\mathbf q_{B'}=\mathbf q+\mathbf Q_2$. The four points are the corners of a square. Using $\mathbf G=\mathbf Q_1+\mathbf Q_2$ and $\mathbf Q_1\cdot\mathbf Q_2=0$, so that $G^2=Q_1^2+Q_2^2$,
\begin{align}
q_A^2+q_C^2&=2q^2+2\mathbf q\cdot\mathbf G+G^2,\nonumber\\
q_B^2+q_{B'}^2&=2q^2+2\mathbf q\cdot(\mathbf Q_1+\mathbf Q_2)+Q_1^2+Q_2^2=q_A^2+q_C^2 .
\end{align}
The smaller of $q_B^2,q_{B'}^2$ is at most the common mean, and the mean is at most the larger of $q_A^2,q_C^2$. Replace the longer member of the chemical pair by the shorter of $\mathbf q_B,\mathbf q_{B'}$. The new pair consists of adjacent corners, so it differs by one of $\pm\mathbf Q_1,\pm\mathbf Q_2$, and its sum of decay constants is no larger than $\kappa(\mathbf q_A)+\kappa(\mathbf q_C)$. Equality needs all four lengths equal, which places the centre of the square at the origin, $\mathbf q=-\mathbf G/2$. For the checkerboard, every state therefore offers a magnetic pair that decays at least as slowly as any of its $\mathbf G$ pairs.

The conclusion needs the coefficients on the adjacent corners to be nonzero, and it needs the contributions of different states not to cancel at leading order, which can happen because $A(\mathbf q+\mathbf D,\mathbf q)$ has no fixed sign for $\mathbf D\ne0$. It also rests on the right angle between $\mathbf Q_1$ and $\mathbf Q_2$ and on their sum being $\mathbf G$. For a row-wise order with a rectangular magnetic zone, the two shortest vectors of a given state can differ by a chemical vector, and a surface whose only states lie there can show the atoms more strongly than the magnetic rows.

The slowest decay the vacuum allows for a modulation $\mathbf D$ is $2K_D$, the same for charge and magnetization, so the checkerboard's magnetic pattern can outlast the atomic one because its wavelength is longer. How strongly each pattern is present depends on the states of the sample, and it remains to calculate this for a solvable surface and to evaluate the numbers.
